# Counting crystallographic point groups as subgroups of Oh and D6h

## Problem

A crystallographic point group is a finite group $G$ of orthogonal $3\times3$ matrices that maps some three-dimensional lattice onto itself. Let $O_h$ be the full symmetry group of the cube (48 elements) and $D_{6h}$ that of the regular hexagonal prism (24 elements).

(a) Use a program that lists all subgroups of $O_h$ and $D_{6h}$ to find the number of classes of crystallographic point groups. Show that no class is missed.

(b) Count the classes that are centrosymmetric ($G$ contains the inversion $-\mathbf 1$), enantiomorphic ($\det g=+1$ for every $g\in G$) and polar (some vector $\mathbf v\neq0$ satisfies $g\mathbf v=\mathbf v$ for every $g\in G$). Do these three families divide up the full list?

Schoenflies symbols are used. $C_n$ is the group of rotations about one $n$-fold axis, and $D_n$ adds half-turns about perpendicular axes. $T$ and $O$ are the rotation groups of the tetrahedron and the cube. A suffix $h$ adds a mirror perpendicular to the main axis (in $T_h$, perpendicular to a twofold axis), and $v$ adds mirrors containing it. In $D_{nd}$ the added mirrors contain the main axis and bisect the angles between the half-turn axes, and $T_d$ is the full symmetry group of the tetrahedron. $S_4$ is generated by a $90^\circ$ turn combined with the mirror perpendicular to its axis.

## A tempting solution

Call two subgroups $A$ and $B$ of a group equivalent (conjugate in that group) if $B=qAq^{-1}$ for some $q$ in that group. The program lists 98 subgroups of $O_h$, which fall into 33 such classes. The 54 subgroups of $D_{6h}$ fall into 32.

To avoid double counting, keep all 33 classes from $O_h$. From $D_{6h}$ add the classes that cannot occur in a cube, namely those containing a $60^\circ$ rotation or its product with the inversion. These are $C_6$, $C_{3h}$, $C_{6h}$, $D_6$, $C_{6v}$, $D_{6h}$ and two classes of type $D_{3h}$, eight in all. The total is

$$33+8=41 .$$

Sorting these 41 gives 13 centrosymmetric, 13 enantiomorphic and 14 polar classes.

## Where it fails

The list of subgroups is right. The equivalence relation is wrong, because it lets $q$ run through the parent group alone.

Consider the half-turn about $[001]$ and the half-turn about $[110]$. Each generates a group $C_2$. Every element of $O_h$ is a signed permutation matrix, so it sends $[001]$ to a coordinate axis and never to $[110]$. The two groups are therefore inequivalent within $O_h$. But a crystal whose whole point symmetry is one twofold axis contains no cube with which that axis could be compared. A $90^\circ$ rotation about $[1\bar10]$ carries one axis into the other, and the two groups describe the same symmetry in different orientations.

The proper relation is

$$G'=QGQ^{-1},\qquad Q\in O(3), \tag{1}$$

where $O(3)$ contains all orthogonal matrices. The program's table shows what the narrower relation split. In $O_h$, each of $C_s$ (one mirror), $C_2$, $C_{2h}$, $D_2$, $D_{2h}$ and $D_{2d}$ appears as two classes, and $C_{2v}$ appears as three. This is an excess of $6+2=8$. The second $D_{3h}$ class adds one more, so 41 is too large by 9.

Subtracting 9 repairs the count, but it does not show that the two parents contain every crystallographic point group. That needs a proof.

## Right solution

### Which rotations a lattice allows

In a basis of lattice vectors, each $g\in G$ has integer entries, because it sends lattice vectors to lattice vectors. Its trace is therefore an integer, and the trace does not depend on the basis. For a rotation by $\theta$ an orthonormal basis gives

$$\operatorname{tr}g=1+2\cos\theta .$$

Hence $2\cos\theta\in\{-2,-1,0,1,2\}$, so $\theta$ is $180^\circ$, $120^\circ$, $90^\circ$, $60^\circ$ or $0$ up to sense. The possible orders are 2, 3, 4, 6 and 1. If $\det g=-1$, then $-g$ is a rotation that also preserves the lattice, and the same restriction applies to it.

### The rotation groups

Let $G$ consist of $N>1$ rotations. Call a unit vector $\mathbf p$ a pole if some $g\neq\mathbf 1$ in $G$ fixes it. Count the pairs $(g,\mathbf p)$ with $g\ne\mathbf 1$ and $g\mathbf p=\mathbf p$ in two ways.

Each of the $N-1$ nontrivial rotations has two poles, which gives $2(N-1)$ pairs. On the other side, $G$ divides the poles into orbits. If $n_j$ elements fix a given pole of orbit $j$, that orbit has $N/n_j$ poles, each contributing $n_j-1$ pairs. Equating the counts and dividing by $N$,

$$2\left(1-\frac1N\right)=\sum_{j=1}^{r}\left(1-\frac1{n_j}\right). \tag{2}$$

The rotations fixing one pole share an axis and form a cyclic group, generated by the smallest positive angle. So $n_j\in\{2,3,4,6\}$.

The left side of (2) is at least 1 and less than 2. Each term on the right is at least $\tfrac12$ and less than 1. This excludes $r=1$ and $r\ge4$.

For $r=2$, equation (2) becomes $2/N=1/n_1+1/n_2$. Since $n_j\le N$, both $n_j$ equal $N$. Each orbit is then a single pole, all rotations share one axis, and $G=C_n$ with $n=2,3,4,6$.

For $r=3$, with $n_1\le n_2\le n_3$, equation (2) becomes

$$\frac1{n_1}+\frac1{n_2}+\frac1{n_3}=1+\frac2N>1 .$$

If all $n_j\geq3$ the sum is at most 1, so $n_1=2$ and $1/n_2+1/n_3=\tfrac12+2/N$. There are two possibilities:

- $n_2=2$ gives $N=2n_3$, with $n_3=2,3,4,6$.
- $n_2\ge4$ would make the sum at most $\tfrac12$, so otherwise $n_2=3$. Then $1/n_3=\tfrac16+2/N$, hence $n_3<6$. The value $n_3=3$ gives $N=12$, and $n_3=4$ gives $N=24$.

It remains to show that these numbers fix the group up to orientation. Two facts help. The poles $\mathbf p$ and $-\mathbf p$ are fixed by the same rotations. A rotation that reverses a vector has eigenvalues $1,-1,-1$, so it is a half-turn about an axis perpendicular to that vector.

**Case $(2,2,n)$.** For $n\ge3$, the last orbit has $2n/n=2$ poles, and these are the only poles with $n_j=n$. They must be $\pm\mathbf p$. Half of $G$ is the group $C_n$ about $\mathbf p$. The other half reverses $\mathbf p$ and consists of the products of $C_n$ with one perpendicular half-turn. This is $D_n$. For $n=2$ there are three half-turns. Every element squares to $\mathbf 1$, so the elements commute. Each half-turn then maps the axis of another to itself, and must reverse it because the axes differ. The axes are perpendicular, and $G=D_2$.

**Case $(2,3,4)$.** The fourfold poles number $24/4=6$ and form three axes. A $90^\circ$ turn about one axis permutes the other two. An axis tilted at an angle other than $90^\circ$ would have four images under this turn, so the other two are perpendicular to the first, and the turn exchanges them. The three axes are mutually perpendicular. Taking them as coordinate axes makes every $g$ a signed permutation matrix of determinant $+1$. There are 24 of these, so $G$ contains them all and is $O$.

**Case $(2,3,3)$.** The twofold poles number $12/2=6$ and again form three axes. As $G$ permutes these six poles transitively, 2 of its 12 elements fix a chosen pole $\mathbf p$ and 2 send it to $-\mathbf p$. The latter are half-turns about axes perpendicular to $\mathbf p$. They differ by the half-turn about $\mathbf p$, so their own axes are perpendicular to each other. Again there are three perpendicular axes, and $G$ is a subgroup of $O$ with half its elements. Such a subgroup contains the square of every element of $O$. It therefore contains the 8 threefold rotations, since $c=(c^2)^2$ when $c^3=\mathbf 1$, and the 3 half-turns about coordinate axes, which are squares of $90^\circ$ turns. With $\mathbf 1$ these make 12, so the subgroup is unique. It is $T$.

Including $C_1=\{\mathbf 1\}$, the rotation groups are

$$C_1,C_2,C_3,C_4,C_6,\;D_2,D_3,D_4,D_6,\;T,\;O, \tag{3}$$

eleven in all. $C_6$ and $D_6$ lie in $D_6$, and the other nine lie in $O$.

### Groups with improper elements

Let $H$ be the set of rotations in $G$, and suppose $G$ also has elements of determinant $-1$. Multiplication by one of them exchanges the two kinds, so $|G|=2|H|$. In three dimensions $\det(-g)=-\det g$.

If $-\mathbf 1\in G$, the improper elements are the negatives of the rotations, and $G=H\cup(-\mathbf 1)H$.

If $-\mathbf 1\notin G$, define $\varphi(g)=\det(g)\,g$. This is a rotation, and

$$\varphi(g)\varphi(h)=\det(g)\det(h)\,gh=\det(gh)\,gh=\varphi(gh).$$

If $\varphi(g)=\varphi(h)$, then $h=\pm g$. The minus sign would put $-\mathbf 1=g^{-1}h$ in $G$, so $h=g$. Thus $K=\varphi(G)$ is a rotation group with $2|H|$ elements, and

$$G=H\cup(-\mathbf 1)(K\setminus H). \tag{4}$$

The inversion preserves every lattice, so $K$ preserves the lattice of $G$ and belongs to list (3).

In all cases $G$ is contained in a rotation group from (3) extended by $-\mathbf 1$. In a suitable orientation it lies in $O_h$ or $D_{6h}$. Conversely, these parents preserve a cubic and a hexagonal lattice, so each of their subgroups is crystallographic. The program's search therefore covers every class.

The classes can also be counted by hand. Groups without improper elements give 11, and groups with $-\mathbf 1$ give 11. The mixed groups (4) correspond to pairs $K\supset H$ with $|K|=2|H|$. Such an $H$ consists of the elements marked $+$ when signs $\pm$, not all $+$, are assigned to $K$ compatibly with multiplication.

- In $C_n$ the generator can have sign $-$ only for even $n$. The pairs $C_2\supset C_1$, $C_4\supset C_2$ and $C_6\supset C_3$ give $C_s$, $S_4$ and $C_{3h}$.
- In $D_n$, giving $-$ to all perpendicular half-turns and $+$ to $C_n$ leaves $H=C_n$. This yields $C_{2v},C_{3v},C_{4v},C_{6v}$.
- In $D_n$ with even $n$, the generator of $C_n$ can also have sign $-$. For $n=4,6$ this leaves $H=D_2$ or $D_3$ and yields $D_{2d}$ and $D_{3h}$. The two choices of which half-turns to keep are related by a rotation through $180^\circ/n$ about the main axis. For $n=2$ it gives $C_{2v}$ again, in another orientation.
- $T$ has no such $H$: it would contain all 8 threefold rotations but have just 6 elements. In $O$ the unique choice is $T$, giving $T_d$.

This makes $3+4+2+1=10$ mixed classes, and

$$11+11+10=32 .$$

### What the program does

The program starts from $\{\mathbf 1\}$, adjoins one element of the parent, closes the set under multiplication and keeps each new subgroup. Every subgroup is reached, because it can be built by adjoining its elements one after another.

To apply relation (1), it counts the elements of $G$ with each pair $(\det g,\operatorname{tr}g)$. Conjugation changes neither number, so different counts prove inequivalence. Equal counts alone do not prove equivalence, so the program also constructs $Q$. Given an isomorphism $g\mapsto g'$ from $G$ to $G'$ and a random matrix $X$, form

$$\bar X=\frac1{|G|}\sum_{g\in G}g'Xg^{-1}.$$

For $h\in G$, substitute $g=hk$ in the sum. Then $g'=h'k'$ and $g^{-1}h=k^{-1}$, so

$$\bar Xh=\frac1{|G|}\sum_{k\in G}h'k'Xk^{-1}=h'\bar X .$$

If $\bar X$ is invertible, let $S=\bar X^{T}\bar X$. Since $h$ and $h'$ are orthogonal, $h^{T}Sh=\bar X^{T}h'^{T}h'\bar X=S$, so $h$ commutes with $S$ and with $S^{-1/2}$. The matrix $Q=\bar XS^{-1/2}$ is orthogonal and satisfies $Qh=h'Q$, as (1) requires. If $\bar X$ is singular, another isomorphism is tried.

With this relation the 33 classes of $O_h$ reduce to 25, and the 32 classes of $D_{6h}$ reduce to 20. Thirteen are common to both:

$$25+20-13=32 .$$

The 32 found earlier within $D_{6h}$ alone is a coincidence. That list repeats some symmetries and contains no cubic group.

As a check that does not start from the two parents, the program takes 3162 reduced integer metrics (many of them describe the same lattice in a different basis), collects for each the integer matrices with entries $-1,0,1$ that preserve the metric, and checks that they close into a group. These groups fall into seven classes, all of them among the 32.

### The three families

Eleven classes contain $-\mathbf 1$ and eleven contain rotations only, as just shown. For the polar classes, consider the average

$$P=\frac1{|G|}\sum_{g\in G}g . \tag{5}$$

Multiplying by $h\in G$ merely reorders the sum, so $hP=P$. Every vector $P\mathbf v$ is therefore fixed by $G$, and a vector already fixed is unchanged by $P$. Thus $P$ projects onto the fixed vectors, and its trace is their dimension:

$$d=\frac1{|G|}\sum_{g\in G}\operatorname{tr}g . \tag{6}$$

A class is polar if $d\ge1$. The cases are as follows.

- With $-\mathbf 1\in G$, a fixed vector satisfies $\mathbf v=-\mathbf v$ and vanishes. No centrosymmetric class is polar.
- Among the rotation groups, $C_1,C_2,C_3,C_4,C_6$ are polar. In $D_n$, $T$ and $O$, rotations about different axes leave no common vector.
- In a mixed group (4), $\mathbf v$ must be fixed by $H$ and reversed by every element of $K\setminus H$. For $C_{nv}$ the perpendicular half-turns do reverse the main axis. For $C_s$ the half-turn in $K=C_2$ reverses a whole plane of vectors, so $d=2$. These are five polar classes. In $S_4$ and $C_{3h}$, $H$ fixes just the main axis, which the other rotations in $K$ do not reverse. In $D_{2d}$, $D_{3h}$ and $T_d$, $H$ already fixes nothing.

The polar classes number $5+5=10$.

Here lies a second trap. The sum $11+11+10=32$ suggests that the centrosymmetric, enantiomorphic and polar classes divide the list among themselves. They do not. The ten in that sum are the mixed classes, which happen to equal the polar classes in number. Five polar classes are also enantiomorphic, so the three families together cover $11+11+10-5=27$ classes. The remaining five, $S_4,C_{3h},D_{2d},D_{3h},T_d$, belong to none of them.

The distinction has physical content. A polar class permits a spontaneous electric polarization, which, measured from a nonpolar reference structure, must be a fixed vector, though symmetry does not set its size. The formal (Berry-phase) polarization of an insulating crystal is defined only modulo $e\mathbf R$ per cell volume, with $\mathbf R$ a lattice vector. It need be invariant only up to that quantum, so a nonzero computed value does not by itself show that the class is polar. An enantiomorphic class describes a body that no rotation can bring into coincidence with its mirror image: if a rotation $R$ did so for a mirror $m$, then $m^{-1}R$ would be an improper symmetry of the body. A crystal of class $C_3$ may have both properties, one of class $C_{3v}$ just the first, and one of class $D_3$ just the second.

### One rotation group, three point groups

Take $K=D_3$ with its threefold axis along $[111]$, and $H=C_3$. The elements of $H$ are the three cyclic permutations of $x,y,z$. Their traces are $3,0,0$, and their sum is the matrix $J$ whose entries are all 1. An exchange of two coordinates is a mirror containing $[111]$, with trace $+1$. Its negative is a half-turn about an axis such as $[1\bar10]$, with trace $-1$. The three exchange matrices also add up to $J$.

For $D_3$, which contains the half-turns, (5) and (6) give

$$P=\frac{J-J}{6}=0,\qquad d=\frac{3+0+0-3}{6}=0 .$$

Adding the inversion produces $D_{3d}$ with 12 elements. Each $g$ is then accompanied by $-g$, and again $P=0$.

Construction (4) replaces the half-turns by their negatives, the mirrors. The result is $C_{3v}$, with

$$P=\frac{J+J}{6}=\frac J3,\qquad d=\frac{3+0+0+3}{6}=1 .$$

Each entry of $P$ is $0.3333$, as the program finds, and $P\mathbf v=\tfrac13(v_x+v_y+v_z)(1,1,1)$. The half-turns reversed the $[111]$ direction, whereas the mirrors preserve it. The change from $D_3$ to $C_{3v}$ thus removes the handedness and creates a polar axis.

### Where the count stops applying

The number 32 rests on the lattice. For a molecule or a quasicrystal, the trace need not be an integer in three dimensions, and fivefold axes are not excluded. Equation (2) then also admits $(2,3,5)$ with $N=60$, the rotation group of the icosahedron, as well as $C_n$ and $D_n$ for every $n$. The list of finite point groups becomes infinite (linear molecules, whose point groups are themselves infinite, lie outside equation (2)), while the division into rotation groups, groups with inversion and mixed groups remains valid, since its derivation used the lattice just to limit the choice of $K$.

## Calculated quantities

```
Oh: 98 subgroups, 33 classes in Oh, 25 classes in O(3)
  rotation subgroups 30, with inversion 30, mixed 38
D6h: 54 subgroups, 32 classes in D6h, 20 classes in O(3)
  rotation subgroups 16, with inversion 16, mixed 22
O(3) classes common to both parents: 13
O(3) classes in the union: 32
Columns: order; subgroups/classes in Oh; same in D6h;
  centrosymmetric, enantiomorphic (1 = yes); fixed dimension
C1    1   1/1   1/1  0 1 3
Ci    2   1/1   1/1  1 0 0
Cs    2   9/2   7/3  0 0 2
C2    2   9/2   7/3  0 1 1
C2h   4   9/2   7/3  1 0 0
C2v   4  12/3   9/3  0 0 1
D2    4   4/2   3/1  0 1 0
D2h   8   4/2   3/1  1 0 0
C3    3   4/1   1/1  0 1 1
C3h   6   0/0   1/1  0 0 0
C3v   6   4/1   2/2  0 0 1
D3    6   4/1   2/2  0 1 0
D3h  12   0/0   2/2  0 0 0
C4    4   3/1   0/0  0 1 1
C4h   8   3/1   0/0  1 0 0
C4v   8   3/1   0/0  0 0 1
D4    8   3/1   0/0  0 1 0
D4h  16   3/1   0/0  1 0 0
C6    6   0/0   1/1  0 1 1
C6h  12   0/0   1/1  1 0 0
C6v  12   0/0   1/1  0 0 1
D6   12   0/0   1/1  0 1 0
D6h  24   0/0   1/1  1 0 0
S4    4   3/1   0/0  0 0 0
S6    6   4/1   1/1  1 0 0
D2d   8   6/2   0/0  0 0 0
D3d  12   4/1   2/2  1 0 0
T    12   1/1   0/0  0 1 0
Th   24   1/1   0/0  1 0 0
O    24   1/1   0/0  0 1 0
Td   24   1/1   0/0  0 0 0
Oh   48   1/1   0/0  1 0 0
Centrosymmetric classes: 11
Enantiomorphic classes: 11
Polar classes: 10
Neither centrosymmetric nor enantiomorphic: 10
Polar and enantiomorphic: 5
Polar with improper elements: 5
Pole solutions N:n_j 2:2,2; 3:3,3; 4:2,2,2; 4:4,4; 6:2,2,3
  continued 6:6,6; 8:2,2,4; 12:2,2,6; 12:2,3,3; 24:2,3,4
Finite orders of integer matrices: [1, 2, 3, 4, 6]
Reduced lattices tested: 3162
Lattice symmetry classes: C2h Ci D2h D3d D4h D6h Oh
D3 [111]: order 6, trace sum 0, fixed dim 0, P element 0.0000
D3d [111]: order 12, trace sum 0, fixed dim 0, P element 0.0000
C3v [111]: order 6, trace sum 6, fixed dim 1, P element 0.3333
```
